# Mask error enhancement of equal lines and spaces: three and two beams

Take a mask grating of equal opaque lines and clear spaces, and suppose that the lens passes only the undiffracted beam and the first diffracted beam on each side. With light falling straight onto the mask, the field on the wafer is a constant plus a cosine,

$$E(x)=\frac12+\frac{2}{\pi}\cos\frac{2\pi x}{p},$$

where $p$ is the pitch and $x=0$ is the middle of a space. The nominal edge is at $x=p/4$, where the cosine vanishes and $E=1/2$. Now make every mask opening wider by a small $\delta w$. The mean transmission rises by $\delta w/p$, and so does the constant. The cosine keeps its amplitude to first order, because the added slivers of opening lie where the cosine is zero. The field falls through the edge with slope $-(2/\pi)(2\pi/p)=-4/p$, so the place where $E=1/2$ moves outward by $(\delta w/p)/(4/p)=\delta w/4$. Both edges move, and the printed space widens by $\delta w/2$. The wafer shows half of the mask error.

The ratio found here is the mask error enhancement factor,

$$M=\frac{ds}{dw},$$

with $s$ the printed space and $w$ the mask opening, both measured at wafer scale, so that the reduction of the lens is already divided out. Pitch and threshold are held constant while $w$ varies. The printed space is the region in which the intensity $I$, relative to a clear field of 1, exceeds a threshold $I_t$. Lines have the same factor as spaces, since their widths are $p-s$ on the wafer and $p-w$ on the mask, and both signs reverse.

The value of $M$ depends on which orders form the image. To compare cases, let the mask be thin, with transmission 1 in the opening $|x|<w/2$ and 0 on the line. Let the lens be free of aberrations and in focus, and let the field be a scalar, as it is for light polarized along the lines. With $K=2\pi/p$ and $D=w/p$, the order amplitudes are

$$a_n=\frac1p\int_{-w/2}^{w/2}e^{-inKx}\,dx,\qquad a_0=D,\qquad a_1=a_{-1}=\frac{\sin\pi D}{\pi}.$$

Their responses to the opening are

$$\frac{da_0}{dw}=\frac1p,\qquad \frac{da_1}{dw}=\frac{\cos\pi D}{p}.$$

At $D=1/2$ the second vanishes: to first order, a width error of the equal grating changes the zero order alone.

For a source point on the axis, the orders leave the mask with sines $n\lambda/p$ (wafer scale, wavelength $\lambda$). Orders $-1,0,1$ pass, and higher ones do not, if $\lambda/p\le \mathrm{NA}<2\lambda/p$. If the source point is moved to sine $-\lambda/(2p)$, orders 0 and 1 travel at $\mp\lambda/(2p)$, while the next orders lie at magnitude $3\lambda/(2p)$. Thus one lens and one mask give either image when $\lambda/p\le\mathrm{NA}<3\lambda/(2p)$. The two intensities are

$$I_3=(a_0+2a_1\cos Kx)^2,$$

$$I_2=\left|a_0e^{-iKx/2}+a_1e^{iKx/2}\right|^2=a_0^2+a_1^2+2a_0a_1\cos Kx.$$

The right-hand edge obeys $I(s/2,w)=I_t$. Differentiating with respect to $w$ gives

$$\frac12\frac{\partial I}{\partial x}\frac{ds}{dw}+\frac{\partial I}{\partial w}=0,
\qquad M=\frac{2\,\partial I/\partial w}{|\partial I/\partial x|},$$

because the intensity falls outward at this edge. The factor 2 counts the two edges.

Choose the threshold so that the nominal mask, $w=p/2$, prints at its own size, $s=p/2$. At $x=p/4$ we have $\cos Kx=0$ and $\sin Kx=1$, so the thresholds are

$$I_{t,3}=a_0^2=\frac14,\qquad I_{t,2}=a_0^2+a_1^2=\frac14+\frac1{\pi^2}.$$

Since $da_1/dw=0$ and every term with $\cos Kx$ drops out, both images respond to the opening in the same way:

$$\frac{\partial I_3}{\partial w}=\frac{\partial I_2}{\partial w}=2a_0\frac{da_0}{dw}=\frac1p.$$

Their slopes differ:

$$\frac{\partial I_3}{\partial x}=2a_0(-2a_1K)=-4\cdot\frac12\cdot\frac1\pi\cdot\frac{2\pi}{p}=-\frac4p,$$

$$\frac{\partial I_2}{\partial x}=-2a_0a_1K=-2\cdot\frac12\cdot\frac1\pi\cdot\frac{2\pi}{p}=-\frac2p.$$

Therefore

$$M_3=\frac{2/p}{4/p}=\frac12,\qquad M_2=\frac{2/p}{2/p}=1.$$

The factor of two comes from the edge slope. In the three-beam image two side orders interfere with the zero order; in the two-beam image one does. The brightening caused by the mask error is the same.

For numbers, take $\lambda=248$ nm, NA 0.68, a pitch of 400 nm and a nominal opening of 200 nm. The order spacing is $248/400=0.620$ in sine, which passes, while the nearest rejected orders are at 1.240 for the axial source and 0.930 for the tilted one. The thresholds are 0.2500 and 0.3513. Both images have $\partial I/\partial w=1/(0.4\ \mu\mathrm m)=2.5\ \mu\mathrm m^{-1}$, and the slopes are $-10$ and $-5\ \mu\mathrm m^{-1}$. Hence $M_3=2(2.5)/10=0.5$ and $M_2=2(2.5)/5=1$. Differentiating the width between numerically located edges gives 0.5000 and 1.0000, as the numerical output shows.

The condition that the nominal mask prints at size is needed. To see what happens without it, put $S=s/p$, so that $Ks/2=\pi S$ at the edge. On the positive branch of the field, the three-beam edge satisfies

$$D+\frac2\pi\sin\pi D\cos\pi S=\sqrt{I_t}.$$

Differentiating with respect to $D$ at constant $I_t$,

$$1+2\cos\pi D\cos\pi S-2\sin\pi D\sin\pi S\,\frac{dS}{dD}=0,$$

$$M_3=\frac{1+2\cos\pi D\cos\pi S}{2\sin\pi D\sin\pi S}.$$

For two beams the edge condition is

$$D^2+\frac{\sin^2\pi D}{\pi^2}+\frac{2D}{\pi}\sin\pi D\cos\pi S=I_t.$$

Its derivative with respect to $S$ is $-2D\sin\pi D\sin\pi S$. Taking the derivative with respect to $D$ as well, and cancelling a common factor 2, gives

$$M_2=\frac{D+\dfrac{\sin\pi D\cos\pi D}{\pi}+\dfrac{\sin\pi D\cos\pi S}{\pi}+D\cos\pi D\cos\pi S}{D\sin\pi D\sin\pi S}.$$

For the equal mask, $D=1/2$, these become

$$M_3=\frac1{2\sin\pi S},\qquad M_2=\frac{1+(2/\pi)\cos\pi S}{\sin\pi S}.$$

The three-beam factor has its minimum, 1/2, at $S=1/2$, so a small dose error changes it only in second order. The two-beam factor has no such protection: near $S=1/2$, $\cos\pi S\approx-\pi(S-1/2)$ and $M_2\approx1-2(S-1/2)$. Overexposure, which widens the space, lowers it at first.

In particular, the two images cannot share one threshold and keep the values 1/2 and 1. If the two-beam image is cut at $I_t=1/4$, then

$$\frac14=\frac14+\frac1{\pi^2}+\frac1\pi\cos\pi S,\qquad \cos\pi S=-\frac1\pi,$$

$$M_2=\frac{1-2/\pi^2}{\sqrt{1-1/\pi^2}}=0.841.$$

The space then prints at 241 nm instead of 200 nm. "Fixed threshold" therefore means fixed during the mask error, after the dose of each image has been set to size.

The derivative describes small errors. For a finite one, write $D=1/2+\delta$, so that $\sin\pi D=\cos\pi\delta$, and keep the threshold at its nominal value. The three-beam condition becomes

$$\frac12=\frac12+\delta+\frac2\pi\cos\pi\delta\cos\pi S.$$

Since $-\cos\pi S=\sin[\pi(S-1/2)]$,

$$S=\frac12+\frac1\pi\arcsin\frac{\pi\delta}{2\cos\pi\delta}.$$

The printed error is odd in $\delta$: openings too wide and too narrow by the same amount give opposite errors of equal size. For two beams,

$$\frac14+\frac1{\pi^2}=\left(\frac12+\delta\right)^2+\frac{\cos^2\pi\delta}{\pi^2}+\frac{(1+2\delta)\cos\pi\delta}{\pi}\cos\pi S.$$

Moving the first two terms on the right to the left leaves

$$\frac{(1+2\delta)\cos\pi\delta}{\pi}\cos\pi S=-\delta-\delta^2+\frac{\sin^2\pi\delta}{\pi^2}=-\delta+O(\delta^4),$$

because $\sin^2\pi\delta/\pi^2=\delta^2+O(\delta^4)$. Dividing by the prefactor and expanding,

$$S=\frac12+\delta-2\delta^2+O(\delta^3).$$

The quadratic term comes from the factor $1+2\delta$: a wider opening strengthens the zero order, which steepens the image and restrains the edge; a narrower opening does the reverse. An error of $\pm10$ nm at wafer scale, or $\pm40$ nm on a mask with fourfold reduction, has $\delta=\pm0.025$. The three-beam space changes by $\pm5.02$ nm. The two-beam space changes by $+9.56$ and $-10.57$ nm, and the quadratic term, $-2(0.025)^2(400\ \mathrm{nm})=-0.5$ nm, accounts for most of the asymmetry.

The parameters are roughly those of a dry krypton fluoride scanner, and the half-pitch of 200 nm is about $0.55\,\lambda/\mathrm{NA}$, a moderate demand on such a lens. The point source on the axis is an idealization. A real source has a finite size, and its outer points can push one first order out of the pupil. Suppose that a fraction $f$ of an incoherent source gives three beams and the rest gives two. The intensities add with weights $f$ and $1-f$. At the nominal edge $\partial I/\partial w$ is still $1/p$, while the slope has magnitude $[4f+2(1-f)]/p=2(1+f)/p$. With the dose reset to size,

$$M=\frac1{1+f}.$$

A uniform disc of radius 0.3 NA has $f=0.309$ here, so $M=1/1.309=0.764$. At this pitch, even a source of this size does not deliver the coherent value of 0.5. The formula holds only while every source point passes at least two beams. Beyond a radius of about 0.41 NA here, points displaced along the lines can lose both first orders. They add $1/p$ to $\partial I/\partial w$ and nothing to the slope, so a fraction $f_1$ of such points gives $M=1/(1+f-f_1)$, as long as no second order enters. A disc of radius 0.7 NA has $f=0.063$ and $f_1=0.061$, so $M$ is 1.00. A disc of radius 0.85 NA gives about 1.07, so 1 is not an upper bound.

Defocus comes next. A distance $z$ in air gives the side orders of the three-beam image a phase relative to the zero order,

$$\varphi=\frac{2\pi z}{\lambda}\left[1-\sqrt{1-(\lambda/p)^2}\right],$$

and the intensity becomes

$$I=a_0^2+4a_0a_1\cos\varphi\cos Kx+4a_1^2\cos^2Kx.$$

At $x=p/4$ the threshold and $\partial I/\partial w$ are unchanged, but the slope is multiplied by $\cos\varphi$. For $\cos\varphi>0$,

$$M_3=\frac1{2\cos\varphi}.$$

At $z=100$ nm, $\varphi=0.546$ rad and $M_3=0.585$. The formula has a limit. At the centre of the line $\cos Kx=-1$, and the intensity there reaches the threshold $a_0^2$ when $\cos\varphi=a_1/a_0=2/\pi$, which happens at 161 nm. Beyond this defocus a false space opens in the line. Up to that point $M_3$ has risen to $\pi/4$, still below 1. The two beams of the tilted point source make equal angles with the axis and acquire equal phases, so their factor stays at 1. For two mirrored poles of radius 0.1 NA, it is 1.002 at 100 nm defocus.

Blur in the resist, modelled as a Gaussian of rms length $L$ acting on the intensity, multiplies the first harmonic by $d=e^{-2\pi^2L^2/p^2}$. The second harmonic of the three-beam image is damped too, which shifts the threshold to size, but its slope at $x=p/4$ is zero and its amplitude, proportional to $a_1^2$, does not respond to $w$. Both factors are thus divided by $d$. A rough length of 20 nm gives $d=0.952$, and the factors become 0.525 and 1.051.

The scalar field is a further restriction. For light polarized across the lines, the electric vectors of two beams at a relative angle $\theta$ in the resist have the product $\cos\theta$, so unpolarized light multiplies the interference with the zero order by $(1+\cos\theta)/2$. With resist index 1.75 and equal transmission of the beams, the factors rise to 0.517 and 1.032. Oblique beams are also weighted by the energy-conserving amplitude factor of the lens and by transmission into the resist. If the side orders acquire a relative weight $g$, the three-beam slope acquires it too and $M_3=1/(2g)$. For light polarized along the lines, a beam at angle $\alpha$ to the axis in air has the amplitude weight

$$\sqrt{\frac{\cos\alpha_m}{\cos\alpha}}\;\frac{2\cos\alpha}{\cos\alpha+n_r\cos\alpha_r},\qquad \sin\alpha_m=\frac{\sin\alpha}{4},\qquad \sin\alpha_r=\frac{\sin\alpha}{n_r},$$

where $\alpha_m$ is the angle at the mask, $\alpha_r$ the angle in the resist and $n_r$ the resist index. The first factor belongs to the lens with fourfold reduction, the second to the resist surface. The weight is 0.727 both on the axis and at $\sin\alpha=0.620$, so $g=1.00$. This is a cancellation, not a law: the transmission depends on the resist index and the lens factor does not. For light polarized across the lines the transmission rises with angle, and with the same order amplitudes $g$ is about 1.05. This offsets most of the loss from $\cos\theta$, so that with both weights included the unpolarized three-beam factor is about 0.505 rather than 0.517. In the symmetric two-beam image the two beams have equal weights in each polarization, which the dose absorbs; the small difference between the polarizations moves the unpolarized value only from 1.032 to 1.033.

The thickness of the absorber can make an opening act wider or narrower than it is, depending on the material, the thickness and the polarization. It is represented here only by a crude substitute, an opening that acts 5 nm too wide at wafer scale, with the dose reset so that $s=p/2$. Setting $S=1/2$ in the general formulas gives

$$M_3=\frac1{2\sin\pi D},\qquad M_2=\frac1{\sin\pi D}+\frac{\cos\pi D}{\pi D}.$$

With $D=205/400$ these are 0.500 and 0.976; an opening that acts 5 nm too narrow, $D=195/400$, gives 0.500 and 1.026. The three-beam value is stationary at $D=1/2$; the two-beam value falls linearly, since $da_1/dw$ is no longer zero. A real absorber also changes the phases of the orders and their relative strengths, which this substitute omits, so even the direction in which $M_2$ moves can differ from the one found here. Lens aberrations and reflections from the substrate are omitted as well, so the corrected numbers show how sensitive the model is and do not predict a particular scanner.

## Numbers as computed

```
Wavelength: 248 nm
Numerical aperture: 0.68
Mask reduction: 4
Pitch: 400 nm
Nominal mask opening, wafer scale: 200 nm
Order spacing in sine: 0.620
Two-beam source sine: -0.310
Nearest rejected order, three-beam, sine: 1.240
Nearest rejected order, two-beam, |sine|: 0.930
Zero-order amplitude: 0.5000
First-order amplitude: 0.3183
Threshold to size, three-beam: 0.2500
Threshold to size, two-beam: 0.3513
dI/dw at edge, three-beam: 2.500 per um
dI/dw at edge, two-beam: 2.500 per um
dI/dx at edge, three-beam: -10.000 per um
dI/dx at edge, two-beam: -5.000 per um
MEEF, three-beam: 0.5000
MEEF, two-beam: 1.0000
Two-beam space at three-beam threshold: 241.25 nm
Two-beam MEEF at three-beam threshold: 0.8411
Space change, three-beam, mask error +10 nm: 5.017 nm
Space change, three-beam, mask error -10 nm: -5.017 nm
Space change, two-beam, mask error +10 nm: 9.563 nm
Space change, two-beam, mask error -10 nm: -10.570 nm
p * d2s/dw2, two-beam: -4.000
On-axis source radius / NA: 0.30
Fraction of source with three orders: 0.3093
MEEF with this source: 0.764
Defocus: 100 nm
Defocus phase, three-beam: 0.546 rad
MEEF defocused, three-beam: 0.5850
MEEF defocused, two-beam point source: 1.0000
Dipole pole radius / NA: 0.10
MEEF defocused, two-beam dipole: 1.0016
Defocus where line centre reaches threshold: 161.4 nm
Resist blur, rms: 20 nm
First-harmonic damping by blur: 0.9518
MEEF with blur, three-beam: 0.5253
MEEF with blur, two-beam: 1.0506
Resist index: 1.75
MEEF unpolarized, three-beam: 0.5168
MEEF unpolarized, two-beam: 1.0324
Relative TE weight of side orders: 1.0000
MEEF with TE weights, three-beam: 0.5000
MEEF with TE weights, two-beam: 1.0000
Effective opening bias, wafer scale: 5 nm
MEEF with bias, three-beam: 0.5004
MEEF with bias, two-beam: 0.9764
```
